# Thermal expansion and explicit anharmonicity in the Raman shift of silicon: a program that tests the result

```python
"""
Result under test: the isobaric temperature shift of a Raman line splits as
    (d omega/dT)_P = -gamma*alpha_V*omega + (d omega/dT)_V,
    gamma = -(d ln omega/d ln V)_T = (B_T/omega)*(d omega/dP)_T.
omega: line frequency, V: volume, T: temperature, P: pressure,
alpha_V: volume expansion coefficient, B_T: isothermal bulk modulus.
First term: thermal expansion (implicit). Second: fixed volume (explicit).

The split is tested on a model crystal: elastic energy K*(v-1)^2/2 plus one
quantum oscillator p^2/2 + W(v)^2 x^2/2 + g x^3 + q x^4, W(v) = v**(-G0).
Model units: hbar = mass = k_B = 1, W(1) = 1, reference volume 1.
It is then applied to silicon with rough typical measured inputs.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar

K_EL, G0 = 200.0, 1.5
N_LEVELS = 25


def basis_matrices(size):
    """Exact harmonic-basis elements of x, x^2, x^3, x^4 and p^2/2."""
    big = size + 8
    off = np.sqrt(np.arange(1, big) / 2)
    x = np.diag(off, 1) + np.diag(off, -1)
    x2 = x @ x
    kinetic = np.diag(np.arange(big) + 0.5) - x2 / 2
    return [m[:size, :size] for m in (x, x2, x2 @ x, x2 @ x2, kinetic)]


BASES = {size: basis_matrices(size) for size in (80, 100)}


def state(v, T, g, q, size=80):
    """Line frequency, pressure, entropy and free energy at volume v."""
    x, x2, x3, x4, kinetic = BASES[size]
    W = v ** (-G0)
    E, C = eigh(kinetic + W**2 * x2 / 2 + g * x3 + q * x4)
    E, C = E[:N_LEVELS], C[:, :N_LEVELS]
    boltz = np.exp(-(E - E[0]) / T)
    Z = boltz.sum()
    p = boltz / Z
    X = C.T @ x @ C
    strength = np.diag(X, 1) ** 2 * (p[:-1] - p[1:])
    omega = np.sum(strength * np.diff(E)) / strength.sum()
    mean_x2 = np.sum(p * np.einsum("in,ij,jn->n", C, x2, C))
    pressure = -K_EL * (v - 1) + G0 * W**2 / v * mean_x2
    F_vib = E[0] - T * np.log(Z)
    entropy = (np.sum(p * E) - F_vib) / T
    return omega, pressure, entropy, K_EL * (v - 1) ** 2 / 2 + F_vib


def volume(P, T, g, q):
    return brentq(lambda v: state(v, T, g, q)[1] - P, 0.9, 1.1,
                  xtol=1e-14, rtol=1e-14)


def measure(T, g, q, h=1e-3, dP=0.1):
    """Quantities an experimenter gets at P = 0, and the direct slope."""
    v = volume(0, T, g, q)
    w = state(v, T, g, q)[0]
    v_hot, v_cold = volume(0, T + h, g, q), volume(0, T - h, g, q)
    v_hi, v_lo = volume(dP, T, g, q), volume(-dP, T, g, q)
    slope_P = (state(v_hot, T + h, g, q)[0]
               - state(v_cold, T - h, g, q)[0]) / (2 * h)
    alpha = np.log(v_hot / v_cold) / (2 * h)
    B = -2 * dP / np.log(v_hi / v_lo)
    dw_dP = (state(v_hi, T, g, q)[0] - state(v_lo, T, g, q)[0]) / (2 * dP)
    gamma = B * dw_dP / w
    direct = (state(v, T + h, g, q)[0] - state(v, T - h, g, q)[0]) / (2 * h)
    return dict(v=v, w=w, slope=slope_P, alpha=alpha, B=B, gamma=gamma,
                implicit=-gamma * alpha * w,
                rebuilt=slope_P + gamma * alpha * w, direct=direct)


# ---- model crystal: the split against the direct fixed-volume slope ----
g_c, q_c, T0 = 0.05, 0.0016, 0.5
soft = measure(T0, g_c, q_c)
assert abs(soft["rebuilt"] / soft["direct"] - 1) < 1e-4
assert soft["direct"] < 0 and soft["implicit"] < 0
v0, dv = soft["v"], 1e-4
gamma_direct = -v0 * (state(v0 + dv, T0, g_c, q_c)[0]
                      - state(v0 - dv, T0, g_c, q_c)[0]) / (2 * dv * soft["w"])
assert abs(gamma_direct / soft["gamma"] - 1) < 1e-4
P_from_F = -(state(v0 + dv, T0, g_c, q_c)[3]
             - state(v0 - dv, T0, g_c, q_c)[3]) / (2 * dv)
assert abs(P_from_F) < 1e-5
basis_change = abs(state(v0, 0.7, g_c, q_c, 100)[0]
                   - state(v0, 0.7, g_c, q_c, 80)[0])
assert basis_change < 1e-8

harmonic = measure(T0, 0.0, 0.0)
assert abs(harmonic["rebuilt"]) < 1e-6 and harmonic["slope"] < -1e-3
hard = measure(T0, 0.0, 0.004)
assert hard["direct"] > 0 and hard["implicit"] < 0
assert abs(hard["rebuilt"] / hard["direct"] - 1) < 1e-4

# ---- finite interval: expand at T1, then heat at the final volume ----
T1, T2 = 0.4, 0.7
start = measure(T1, g_c, q_c)
v2 = volume(0, T2, g_c, q_c)
w_end, w_mid = state(v2, T2, g_c, q_c)[0], state(v2, T1, g_c, q_c)[0]
implicit_finite = start["w"] * ((v2 / start["v"]) ** (-start["gamma"]) - 1)
explicit_finite = w_end - start["w"] - implicit_finite
finite_error = abs(explicit_finite / (w_end - w_mid) - 1)
assert finite_error < 1e-2

# ---- fixed-volume perturbation law for weak cubic and quartic terms ----
n_bar = 1 / np.expm1(1 / T0)
dn_dT = n_bar * (n_bar + 1) / T0**2


def law_error(s):
    coefficient = 3 * q_c * s**2 - 7.5 * (g_c * s) ** 2
    shift = state(1.0, T0, g_c * s, q_c * s**2)[0] - 1
    return shift / (coefficient * (2 * n_bar + 1)) - 1


err_a, err_b = law_error(0.2), law_error(0.1)
assert abs(err_a) < 0.01 and 3 < err_a / err_b < 5
s, h = 0.2, 1e-3
slope_num = (state(1.0, T0 + h, g_c * s, q_c * s**2)[0]
             - state(1.0, T0 - h, g_c * s, q_c * s**2)[0]) / (2 * h)
slope_law = 2 * dn_dT * s**2 * (3 * q_c - 7.5 * g_c**2)
assert abs(slope_num / slope_law - 1) < 0.02

# ---- adiabatic against isothermal bulk modulus in the model ----
S0 = state(v0, T0, g_c, q_c)[2]


def adiabatic_pressure(v):
    T = brentq(lambda t: state(v, t, g_c, q_c)[2] - S0, 0.45, 0.55,
               xtol=1e-13)
    return state(v, T, g_c, q_c)[1]


B_S = -v0 * (adiabatic_pressure(v0 + dv)
             - adiabatic_pressure(v0 - dv)) / (2 * dv)
C_V = T0 * (state(v0, T0 + h, g_c, q_c)[2]
            - state(v0, T0 - h, g_c, q_c)[2]) / (2 * h)
excess_law = soft["alpha"] ** 2 * soft["B"] * v0 * T0 / C_V
assert abs((B_S / soft["B"] - 1) / excess_law - 1) < 0.02

# ---- silicon: rough typical inputs ----
T_lo, T_hi = 300.0, 600.0                  # K
w1, shift = 520.0, -7.0                    # cm^-1
dw_dP, B_T = 5.2, 98.0                     # cm^-1/GPa, GPa
nodes_T = np.array([300.0, 450.0, 600.0])  # K
nodes_a = np.array([2.6e-6, 3.4e-6, 3.8e-6])  # linear expansion, 1/K
parabola = np.polyfit((nodes_T - 450) / 150, nodes_a, 2)
strain = 3 * quad(lambda T: np.polyval(parabola, (T - 450) / 150),
                  T_lo, T_hi, epsabs=1e-14)[0]
simpson = 3 * (T_hi - T_lo) / 6 * (nodes_a @ np.array([1, 4, 1]))
assert abs(strain / simpson - 1) < 1e-8


def implicit_shift(gamma, log_volume):
    return w1 * np.expm1(-gamma * log_volume)


gamma_si = B_T * dw_dP / w1
imp = implicit_shift(gamma_si, strain)
exp_part = shift - imp
share = exp_part / shift
gamma_even = brentq(lambda y: implicit_shift(y, strain) - shift / 2, 0, 10)
worst = min(1 - implicit_shift(gamma_si * a * b, strain * c) / (shift + d)
            for a, b, c in itertools.product((0.9, 1.1), repeat=3)
            for d in (-1.0, 1.0))
assert worst > 0.5 and gamma_even > gamma_si
to_meV = const.h * const.c * 100 / const.e * 1e3

# ---- sizes of neglected effects ----
imp_reverse = -(w1 + shift) * np.expm1(gamma_si * strain)
assert 1 - imp_reverse / shift > 0.5
imp_const = implicit_shift(gamma_si, 3 * nodes_a[0] * (T_hi - T_lo))
heat_cap = 1.6e6                           # J/(m^3 K), rough
B_excess = (3 * nodes_a[0]) ** 2 * B_T * 1e9 * T_lo / heat_cap
power, radius = 1e-3, 1e-6                 # W absorbed, m (1/e^2 radius)
kappa_lo, kappa_hi = 150.0, 60.0           # W/(m K), rough


def spot_heating(kappa):
    """Centre of a Gaussian spot absorbed at the surface of a half-space."""
    flux = lambda u: 2 * power / (np.pi * radius**2) * np.exp(-2 * u**2)
    return quad(flux, 0, 10)[0] * radius / kappa


heat_lo, heat_hi = spot_heating(kappa_lo), spot_heating(kappa_hi)
closed = power / (np.sqrt(2 * np.pi) * kappa_lo * radius)
assert abs(heat_lo / closed - 1) < 1e-6
laser_shift = (heat_hi - heat_lo) * shift / (T_hi - T_lo)
clamp_shift = gamma_si * 3 * nodes_a[2] * w1 * heat_hi
C11, C12, alpha_cu = 166.0, 64.0, 17e-6    # GPa, GPa, 1/K, rough
mismatch = alpha_cu * (T_hi - T_lo) - strain / 3
normal = minimize_scalar(lambda z: C11 * (2 + z**2) / 2 + C12 * (1 + 2 * z))
assert abs(normal.x + 2 * C12 / C11) < 1e-6
film_strain = mismatch * (2 - 2 * C12 / C11)
film_shift = implicit_shift(gamma_si, film_strain)

print("MODEL CRYSTAL (hbar = m = k_B = 1, W(1) = 1)")
print(f"elastic constant K {K_EL:.0f}, exponent G0 {G0}, temperature {T0}")
print(f"cubic g {g_c}, quartic q {q_c}")
print(f"gamma from pressure {soft['gamma']:.5f}, direct {gamma_direct:.5f}")
print(f"isobaric slope {soft['slope']:.6f}")
print(f"implicit slope {soft['implicit']:.6f}")
print(f"explicit slope rebuilt {soft['rebuilt']:.6f}")
print(f"explicit slope direct  {soft['direct']:.6f}")
print(f"quasi-harmonic: isobaric slope {harmonic['slope']:.6f}")
print(f"quasi-harmonic: explicit slope {harmonic['rebuilt']:.1e}")
print(f"quartic only (q 0.004): explicit slope {hard['direct']:.6f}")
print(f"quartic only: implicit slope {hard['implicit']:.6f}")
print(f"finite split {T1} to {T2}: explicit {explicit_finite:.6f}")
print(f"finite split: direct {w_end - w_mid:.6f}, error {finite_error:.1e}")
print(f"perturbation law error, couplings x0.2: {err_a:.2e}")
print(f"perturbation law error, couplings x0.1: {err_b:.2e}")
print(f"frequency change, basis 80 to 100: {basis_change:.1e}")
print("SILICON, rough inputs")
print(f"temperatures {T_lo:.0f} and {T_hi:.0f} K")
print(f"line {w1:.0f} cm^-1, isobaric shift {shift:.1f} cm^-1")
print(f"pressure coefficient {dw_dP} cm^-1/GPa, bulk modulus {B_T:.0f} GPa")
print("linear expansion at 300, 450, 600 K:",
      ", ".join(f"{a * 1e6:.1f}" for a in nodes_a), "1e-6/K")
print(f"mode Gruneisen parameter {gamma_si:.3f}")
print(f"ln(V2/V1) {strain:.3e}")
print(f"implicit shift {imp:.2f} cm^-1 = {imp * to_meV:.3f} meV")
print(f"explicit shift {exp_part:.2f} cm^-1 = {exp_part * to_meV:.3f} meV")
print(f"explicit share {100 * share:.1f} %")
print(f"mean slopes: total {shift / (T_hi - T_lo):.4f}, implicit "
      f"{imp / (T_hi - T_lo):.4f}, explicit "
      f"{exp_part / (T_hi - T_lo):.4f} cm^-1/K")
print(f"pressure that would undo the expansion {B_T * strain:.2f} GPa")
print(f"gamma for equal parts {gamma_even:.2f}")
print("input errors: 10 % in dw/dP, B, ln(V2/V1); 1 cm^-1 in shift")
print(f"smallest explicit share {100 * worst:.1f} %")
print("NEGLECTED EFFECTS")
print(f"implicit shift, heating leg first {imp_reverse:.3f} cm^-1")
print(f"implicit shift, expansion leg first {imp:.3f} cm^-1")
print(f"implicit shift, expansion fixed at 300 K {imp_const:.2f} cm^-1")
print(f"heat capacity {heat_cap / 1e6:.1f} MJ/(m^3 K)")
print(f"adiabatic excess of bulk modulus, 300 K {100 * B_excess:.2f} %")
print(f"laser {power * 1e3:.0f} mW absorbed, radius {radius * 1e6:.0f} um")
print(f"conductivity {kappa_lo:.0f} (300 K), {kappa_hi:.0f} (600 K) W/(m K)")
print(f"spot heating {heat_lo:.1f} K (300 K), {heat_hi:.1f} K (600 K)")
print(f"false shift from unequal heating {laser_shift:.2f} cm^-1")
print(f"shift if hot spot cannot expand +{clamp_shift:.3f} cm^-1")
print(f"copper expansion {alpha_cu * 1e6:.0f} 1e-6/K, "
      f"C11 {C11:.0f} GPa, C12 {C12:.0f} GPa")
print(f"film on copper: in-plane mismatch strain {mismatch:.2e}")
print(f"film on copper: extra volume strain {film_strain:.2e}")
print(f"film on copper: extra shift, volume part {film_shift:.2f} cm^-1")
print("tests ok")
```

Printed output:

```
MODEL CRYSTAL (hbar = m = k_B = 1, W(1) = 1)
elastic constant K 200, exponent G0 1.5, temperature 0.5
cubic g 0.05, quartic q 0.0016
gamma from pressure 1.70420, direct 1.70420
isobaric slope -0.034140
implicit slope -0.010241
explicit slope rebuilt -0.023899
explicit slope direct  -0.023899
quasi-harmonic: isobaric slope -0.007980
quasi-harmonic: explicit slope 2.2e-09
quartic only (q 0.004): explicit slope 0.015976
quartic only: implicit slope -0.007214
finite split 0.4 to 0.7: explicit -0.007638
finite split: direct -0.007635, error 4.3e-04
perturbation law error, couplings x0.2: 1.40e-03
perturbation law error, couplings x0.1: 3.48e-04
frequency change, basis 80 to 100: 3.4e-11
SILICON, rough inputs
temperatures 300 and 600 K
line 520 cm^-1, isobaric shift -7.0 cm^-1
pressure coefficient 5.2 cm^-1/GPa, bulk modulus 98 GPa
linear expansion at 300, 450, 600 K: 2.6, 3.4, 3.8 1e-6/K
mode Gruneisen parameter 0.980
ln(V2/V1) 3.000e-03
implicit shift -1.53 cm^-1 = -0.189 meV
explicit shift -5.47 cm^-1 = -0.679 meV
explicit share 78.2 %
mean slopes: total -0.0233, implicit -0.0051, explicit -0.0182 cm^-1/K
pressure that would undo the expansion 0.29 GPa
gamma for equal parts 2.25
input errors: 10 % in dw/dP, B, ln(V2/V1); 1 cm^-1 in shift
smallest explicit share 66.2 %
NEGLECTED EFFECTS
implicit shift, heating leg first -1.510 cm^-1
implicit shift, expansion leg first -1.527 cm^-1
implicit shift, expansion fixed at 300 K -1.19 cm^-1
heat capacity 1.6 MJ/(m^3 K)
adiabatic excess of bulk modulus, 300 K 0.11 %
laser 1 mW absorbed, radius 1 um
conductivity 150 (300 K), 60 (600 K) W/(m K)
spot heating 2.7 K (300 K), 6.6 K (600 K)
false shift from unequal heating -0.09 cm^-1
shift if hot spot cannot expand +0.039 cm^-1
copper expansion 17 1e-6/K, C11 166 GPa, C12 64 GPa
film on copper: in-plane mismatch strain 4.10e-03
film on copper: extra volume strain 5.04e-03
film on copper: extra shift, volume part -2.56 cm^-1
tests ok
```
